**Recovering two half-reaction conversions from growth data**

The program tests a deposition cycle in which precursor A converts a fraction $a$ of the ready sites and co-reactant B converts a fraction $b$ of the covered sites. The relative periodic growth is $g=ab/(a+b-ab)$ and the relaxation factor is $\lambda=(1-a)(1-b)$. For $g=0.5625$ and $\lambda=0.04$ the conversions are 0.9 and 0.6, in either order. The program asserts that cycle matrices built from rate equations reproduce these data for both orders, and that a scan at fixed $\lambda$ finds two ordered pairs. A simulation of random sites, explicit growth sequences and finite differences test the averages, the ambiguity and the sensitivities. The output shows that growth from a covered surface is the same in both orders, while growth from a ready surface or with a doubled A dose differs. For a CeO$_2$ example with rough parameters, with each of five neglected effects taken alone, the inferred conversions differ from the actual ones by about 0.03 at most.

## Check in Python

```python
# Result under test: a two-step deposition cycle with conversions a (precursor A)
# and b (co-reactant B) has relative periodic growth g = ab/(a+b-ab) and
# relaxation factor lam = (1-a)(1-b). Thus g and lam fix the unordered pair
# {a,b} as roots of t^2 - S t + P = 0, P = g(1-lam), S = 1-lam+P, but not its order.
# x is the fraction of sites ready for A. Growth is uptake of A per site,
# relative to a saturated cycle. The CeO2 process parameters are rough values.
import numpy as np
from scipy.linalg import expm
from scipy.integrate import solve_ivp
from scipy.constants import k as boltzmann, h as planck, e as charge


def recover(g, lam):
    product = g * (1 - lam)
    total = 1 - lam + product
    disc = total**2 - 4 * product
    assert disc >= 0, "no real conversions fit these data"
    root = np.sqrt(disc)
    return np.array([(total + root) / 2, (total - root) / 2])


def matrix_observables(a, b):
    # state vector: (ready, covered); first-order rates for doses of unit length
    rate_a, rate_b = -np.log(1 - a), -np.log(1 - b)
    dose_a = expm(np.array([[-rate_a, 0.0], [rate_a, 0.0]]))
    dose_b = expm(np.array([[0.0, rate_b], [0.0, -rate_b]]))
    values, vectors = np.linalg.eig(dose_b @ dose_a)
    order = np.argsort(values.real)
    steady = vectors[:, order[1]].real
    steady = steady / steady.sum()
    growth = (dose_a @ steady)[1] - steady[1]
    return growth, values[order[0]].real, steady[0]


def run(uptake, b, start=0.0, loss=0.0, classes=1, cycles=16):
    # explicit cycles; loss is the ready fraction lost in the purge before A
    x = np.full(classes, float(start))
    growth = []
    for _ in range(cycles):
        ready = x * (1 - loss)
        taken = uptake(ready)
        left = ready - taken
        x = left + b * (1 - left)
        growth.append(taken.mean())
    return np.array(growth), taken.mean() / ready.mean()


def linear(a):
    return lambda ready: a * ready


def read_record(growth):
    plateau = growth[-1]
    return plateau, (growth[1] - plateau) / (growth[0] - plateau)


g_data, lam_data = 0.5625, 0.04
high, low = recover(g_data, lam_data)
product = g_data * (1 - lam_data)
total = 1 - lam_data + product
orders = [(high, low), (low, high)]

# Both orders reproduce the data from the rate equations
ready_steady = []
for a, b in orders:
    g_m, lam_m, x_m = matrix_observables(a, b)
    assert abs(g_m - g_data) < 1e-10 and abs(lam_m - lam_data) < 1e-10
    assert abs(x_m - b / (1 - lam_data)) < 1e-10
    ready_steady.append(x_m)

# Inversion for random conversions
rng = np.random.default_rng(7)
for a, b in rng.uniform(0.05, 0.95, (60, 2)):
    g_m, lam_m, _ = matrix_observables(a, b)
    if abs(a - b) > 0.02:
        assert np.allclose(recover(g_m, lam_m), sorted((a, b))[::-1], atol=1e-8)

# Scan every pair with the given lam: number of solutions and largest growth
scan_a = np.linspace(0.0013, 0.9587, 1201)
scan_g = np.array([matrix_observables(a, 1 - lam_data / (1 - a))[0] for a in scan_a])
crossings = np.where(np.diff(np.sign(scan_g - g_data)) != 0)[0]
assert len(crossings) == 2
step = scan_a[1] - scan_a[0]
assert np.allclose(scan_a[crossings], [low, high], atol=1.5 * step)
g_limit = (1 - np.sqrt(lam_data)) / (1 + np.sqrt(lam_data))
assert abs(scan_g.max() - g_limit) < 1e-5

# Random independent sites; statistical error is below 0.001
for a, b in orders:
    ready = np.zeros(500000, dtype=bool)
    sampled = []
    for _ in range(6):
        reacts = ready & (rng.random(ready.size) < a)
        sampled.append(reacts.mean())
        ready = ready & ~reacts
        ready = ready | (~ready & (rng.random(ready.size) < b))
    assert abs(sampled[1] - product) < 0.004
    assert abs(sampled[-1] - g_data) < 0.004

# Ambiguity of complete growth records, and its limits
from_covered = [run(linear(a), b, 0.0)[0] for a, b in orders]
from_ready = [run(linear(a), b, 1.0)[0] for a, b in orders]
assert np.allclose(from_covered[0], from_covered[1], atol=1e-12)
index = np.arange(16)
for record in from_covered + from_ready:
    law = g_data + (record[0] - g_data) * lam_data**index
    assert np.allclose(record, law, atol=1e-12)
start_1 = 0.5
start_2 = start_1 * high / low
matched_1 = run(linear(high), low, start_1)[0]
matched_2 = run(linear(low), high, start_2)[0]
assert np.allclose(matched_1, matched_2, atol=1e-12)
mismatch = min(np.max(np.abs(run(linear(low), high, s)[0] - from_ready[0]))
               for s in np.linspace(0, 1, 101))
assert mismatch > 0.29

# Sensitivity of each conversion to the two data
slopes = []
delta = 1e-6
fd_g = (recover(g_data + delta, lam_data) - recover(g_data - delta, lam_data)) / (2 * delta)
fd_l = (recover(g_data, lam_data + delta) - recover(g_data, lam_data - delta)) / (2 * delta)
for i, t in enumerate((high, low)):
    slope_g = (t - 1) * (1 - lam_data) / (2 * t - total)
    slope_l = (-t - (t - 1) * g_data) / (2 * t - total)
    assert abs(slope_g - fd_g[i]) < 1e-6 and abs(slope_l - fd_l[i]) < 1e-6
    slopes.append((slope_g, slope_l))

# CeO2 example and experiments that can decide the order
saturated_nm = 0.2
error_nm = 0.001
second_nm = from_covered[0][1] * saturated_nm
plateau_nm = g_data * saturated_nm
noisy = []
for sign in (-1, 1):
    lam_noisy = 1 - (second_nm + sign * error_nm) / plateau_nm
    noisy.append((lam_noisy, recover(g_data, lam_noisy)))
doubled = []
for a, b in orders:
    a_double = 1 - (1 - a)**2
    growth = run(linear(a_double), b)[0][-1]
    g_m = matrix_observables(a_double, b)[0]
    assert abs(growth - g_m) < 1e-10
    doubled.append((a_double, growth))
assert abs(doubled[0][1] - doubled[1][1]) > 0.1

# Neglected effects, with rough assumed strengths
temperature, barrier_ev, purge_s = 520.0, 1.6, 10.0
attempt = boltzmann * temperature / planck
loss_rate = attempt * np.exp(-barrier_ev * charge / (boltzmann * temperature))
loss = 1 - np.exp(-loss_rate * purge_s)
crowding = 0.3
spread = np.array([0.5, 1.5])
parasitic_nm = 0.005
scale_error = 0.05


def crowded(rate):
    def uptake(ready):
        solution = solve_ivp(lambda t, y: -rate * y * (1 - crowding * (1 - y)),
                             (0, 1), ready, rtol=1e-10, atol=1e-13)
        return ready - solution.y[:, -1]
    return uptake


effects = []
symmetry = {"OH loss": [], "crowding": []}
for label, (a, b) in zip(("I", "II"), orders):
    rate = -np.log(1 - a)
    record, actual = run(linear(a), b, loss=loss)
    seen = read_record(record)
    symmetry["OH loss"].append(seen)
    effects.append((label, "OH loss", actual, b, recover(*seen)))
    record, actual = run(crowded(rate), b)
    seen = read_record(record)
    symmetry["crowding"].append(seen)
    effects.append((label, "crowding", actual, b, recover(*seen)))
    record, actual = run(linear(1 - np.exp(-rate * spread)), b, classes=2)
    effects.append((label, "site spread", actual, b, recover(*read_record(record))))
    record, actual = run(linear(a), b)
    extra = (record * saturated_nm + parasitic_nm) / (saturated_nm + parasitic_nm)
    # the transient ratio is taken from deviations, so a constant offset cancels
    g_seen, lam_seen = read_record(extra)
    effects.append((label, "parasitic", actual, b, recover(g_seen, lam_seen)))
    g_seen, lam_seen = read_record(record / (1 + scale_error))
    effects.append((label, "scale +5%", actual, b, recover(g_seen, lam_seen)))
assert np.allclose(symmetry["OH loss"][0], symmetry["OH loss"][1], atol=1e-10)
assert np.max(np.abs(np.subtract(*symmetry["crowding"]))) > 1e-3
shifts = [np.max(np.abs(np.array(sorted((a, b))[::-1]) - pair))
          for _, _, a, b, pair in effects]
worst = int(np.argmax(shifts))
assert shifts[worst] < (high - low) / 2

print(f"data: relative growth g = {g_data:.4f}, factor lam = {lam_data:.4f} (no unit)")
print(f"product P = {product:.4f}, sum S = {total:.4f} (no unit)")
print(f"discriminant = {total**2 - 4 * product:.4f} (no unit)")
print(f"conversions = {high:.4f} and {low:.4f} (no unit)")
print(f"solutions found in scan = {len(crossings)} ordered pairs")
print(f"largest g allowed at this lam = {g_limit:.4f} (no unit)")
print("order I: a high, b low; order II: a low, b high")
print(f"steady ready fraction: I {ready_steady[0]:.4f}, II {ready_steady[1]:.4f}")
print(f"matching starts: I {start_1:.4f}, II {start_2:.4f} (ready fraction)")
print(f"their shared first growth = {matched_1[0]:.4f} (relative)")
for name, pair in zip(("high", "low"), slopes):
    print(f"{name} conversion: d/dg = {pair[0]:.4f}, d/dlam = {pair[1]:.4f}")
print(f"CeO2 rough saturated growth = {saturated_nm:.3f} nm/cycle")
print(f"periodic growth = {plateau_nm:.4f} nm/cycle")
print("start covered, either order, cycles 1-4 (nm):",
      " ".join(f"{v * saturated_nm:.5f}" for v in from_covered[0][:4]))
for name, record in zip(("I", "II"), from_ready):
    print(f"start ready, order {name}, cycles 1-4 (nm):",
          " ".join(f"{v * saturated_nm:.5f}" for v in record[:4]))
print(f"assumed error in second-cycle growth = {error_nm:.4f} nm")
for sign, (lam_noisy, pair) in zip(("-", "+"), noisy):
    print(f"error {sign}: lam {lam_noisy:.4f}, conversions {pair[0]:.4f}, {pair[1]:.4f}")
for name, (a_double, growth) in zip(("I", "II"), doubled):
    print(f"double A dose, {name}: a {a_double:.4f}, g {growth:.4f},",
          f"{growth * saturated_nm:.4f} nm/cycle")
print(f"temperature {temperature:.0f} K, OH-loss barrier {barrier_ev:.2f} eV")
print(f"purge {purge_s:.0f} s, attempt rate {attempt:.3e} 1/s")
print(f"OH-loss rate {loss_rate:.3e} 1/s, fraction lost {loss:.4f}")
print(f"crowding: rate reduction at full coverage = {crowding:.2f} (fraction)")
print(f"site spread: equal classes, A rates x {spread[0]:.1f} and x {spread[1]:.1f}")
print(f"parasitic growth = {parasitic_nm:.4f} nm/cycle")
print(f"saturated growth overestimated by {100 * scale_error:.0f} %")
print("effects: actual a,b -> inferred unordered pair (no unit)")
for label, effect, a, b, pair in effects:
    print(f"{label} {effect}: {a:.4f},{b:.4f} -> {pair[0]:.4f},{pair[1]:.4f}")
for name, pair in symmetry.items():
    print(f"{name} data (g,lam): I {pair[0][0]:.4f},{pair[0][1]:.4f};",
          f"II {pair[1][0]:.4f},{pair[1][1]:.4f}")
print(f"largest conversion shift = {shifts[worst]:.4f}",
      f"({effects[worst][1]}, order {effects[worst][0]})")
print("success")
```

Output:

```
data: relative growth g = 0.5625, factor lam = 0.0400 (no unit)
product P = 0.5400, sum S = 1.5000 (no unit)
discriminant = 0.0900 (no unit)
conversions = 0.9000 and 0.6000 (no unit)
solutions found in scan = 2 ordered pairs
largest g allowed at this lam = 0.6667 (no unit)
order I: a high, b low; order II: a low, b high
steady ready fraction: I 0.6250, II 0.9375
matching starts: I 0.5000, II 0.7500 (ready fraction)
their shared first growth = 0.4500 (relative)
high conversion: d/dg = -0.3200, d/dlam = -2.8125
low conversion: d/dg = 1.2800, d/dlam = 1.2500
CeO2 rough saturated growth = 0.200 nm/cycle
periodic growth = 0.1125 nm/cycle
start covered, either order, cycles 1-4 (nm): 0.00000 0.10800 0.11232 0.11249
start ready, order I, cycles 1-4 (nm): 0.18000 0.11520 0.11261 0.11250
start ready, order II, cycles 1-4 (nm): 0.12000 0.11280 0.11251 0.11250
assumed error in second-cycle growth = 0.0010 nm
error -: lam 0.0489, conversions 0.8739, 0.6122
error +: lam 0.0311, conversions 0.9242, 0.5897
double A dose, I: a 0.9900, g 0.5964, 0.1193 nm/cycle
double A dose, II: a 0.8400, g 0.7683, 0.1537 nm/cycle
temperature 520 K, OH-loss barrier 1.60 eV
purge 10 s, attempt rate 1.084e+13 1/s
OH-loss rate 3.371e-03 1/s, fraction lost 0.0332
crowding: rate reduction at full coverage = 0.30 (fraction)
site spread: equal classes, A rates x 0.5 and x 1.5
parasitic growth = 0.0050 nm/cycle
saturated growth overestimated by 5 %
effects: actual a,b -> inferred unordered pair (no unit)
I OH loss: 0.9000,0.6000 -> 0.9092,0.5743
I crowding: 0.8365,0.6000 -> 0.8295,0.6037
I site spread: 0.8174,0.6000 -> 0.8479,0.5845
I parasitic: 0.9000,0.6000 -> 0.8964,0.6138
I scale +5%: 0.9000,0.6000 -> 0.9077,0.5666
II OH loss: 0.6000,0.9000 -> 0.9092,0.5743
II crowding: 0.5579,0.9000 -> 0.8864,0.5633
II site spread: 0.5535,0.9000 -> 0.9156,0.5478
II parasitic: 0.6000,0.9000 -> 0.8964,0.6138
II scale +5%: 0.6000,0.9000 -> 0.9077,0.5666
OH loss data (g,lam): I 0.5431,0.0387; II 0.5431,0.0387
crowding data (g,lam): I 0.5370,0.0676; II 0.5253,0.0496
largest conversion shift = 0.0334 (scale +5%, order I)
success
```
